\section*{Band bending at the nominal edge of a depletion layer}

\section*{Problem}

A metal occupies $x<0$ and an $n$-type semiconductor of permittivity $\varepsilon$ occupies $x>0$. The donor density $N$ is uniform and all donors are ionized. The electrons are non-degenerate and share one flat quasi-Fermi level. Holes are negligible, and the semiconductor is thick enough to become neutral far from the metal. Let $\psi(x)=\phi(\infty)-\phi(x)$ be the drop of the electrostatic potential $\phi$ relative to the neutral bulk, so that the bands are bent upward by $q\psi$, with $q>0$ the elementary charge. Define
\[
u=\frac{q\psi}{kT},\qquad u_s=u(0)>0,\qquad
L=\sqrt{\frac{\varepsilon kT}{q^2N}},\qquad W=L\sqrt{2u_s}.
\]
The depletion approximation removes all electrons from $0<x<W$ and makes the material neutral beyond $W$. It therefore puts $u(W)=0$.

\begin{enumerate}
\item[(a)] Reduce the exact Poisson--Boltzmann problem to a single integral for $x(u)$.
\item[(b)] Show that $u(W)$ has a limit as $u_s\to\infty$, that the limit does not contain the doping, and find its value.
\item[(c)] Find how the limit is approached, both at $W$ and at the thermally corrected edge $W_1=L\sqrt{2(u_s-1)}$.
\item[(d)] Evaluate the edge bending for a tantalum contact on $n$-type silicon at 300 K, with a barrier of roughly 0.6 eV, dopings of $10^{15}$, $10^{16}$ and $10^{17}\ \mathrm{cm^{-3}}$, and reverse biases of 0 and 5 V.
\item[(e)] State when the result fails, and size the effects left out in (d).
\end{enumerate}

\section*{Solution}

\subsection*{(a) The exact profile as an integral}

The electron density is $n=Ne^{-u}$, because the electron energy is raised by $kTu$ above its bulk value. The charge density is $\rho=qN(1-e^{-u})$. Poisson's equation reads $\phi''=-\rho/\varepsilon$, and $\psi''=-\phi''$, so $\psi''=+\rho/\varepsilon$. With $\xi=x/L$ this becomes
\begin{equation}
\frac{d^2u}{d\xi^2}=1-e^{-u},\qquad u(0)=u_s,\quad u(\infty)=0 .
\label{poisson}
\end{equation}
Multiplication by $du/d\xi$ turns both sides into derivatives:
\[
\frac{d}{d\xi}\left[\frac12\left(\frac{du}{d\xi}\right)^2\right]
=\frac{d}{d\xi}\left(u+e^{-u}\right).
\]
In the bulk $u$ and $du/d\xi$ vanish, which fixes the integration constant:
\begin{equation}
\frac{du}{d\xi}=-F(u),\qquad F(u)=\sqrt{2\,(u-1+e^{-u})}.
\label{first}
\end{equation}
The root is negative because $F$ vanishes only at $u=0$: the slope cannot change sign on the way from $u_s$ down to zero. The magnitude of the electric field is $F\,kT/(qL)$. Separating variables gives
\begin{equation}
\xi(u)=\int_u^{u_s}\frac{dv}{F(v)} .
\label{depth}
\end{equation}
The doping enters through the length unit $L$ and through the boundary value $u_s$. At fixed $u_s$, the value of $u$ at a given $\xi$ is the same for every doping.

\subsection*{(b) The limiting bending}

At the nominal edge $\xi=\sqrt{2u_s}$. Both this number and the integral \eqref{depth} grow without bound, so the growing part must be separated. For large $v$ the exponential in $F$ is negligible and $F\simeq\sqrt{2(v-1)}$. Define the difference
\[
D(v)=\frac{1}{\sqrt{2(v-1)}}-\frac1{F(v)}>0\qquad(v>1).
\]
It is integrable at $v=1$, where it diverges as an inverse square root, and it decays exponentially at large $v$. For $0<u\le1<u_s$, split \eqref{depth} at $v=1$ and substitute $1/F=1/\sqrt{2(v-1)}-D$ in the upper part:
\begin{align}
\xi(u)&=\int_u^1\frac{dv}{F}+\int_1^{u_s}\frac{dv}{\sqrt{2(v-1)}}-\int_1^{u_s}D\,dv\notag\\
&=\sqrt{2(u_s-1)}+C(u)+T(u_s),
\label{split}
\end{align}
where
\[
C(u)=\int_u^1\frac{dv}{F}-I,\qquad I=\int_1^\infty D\,dv,\qquad T(u_s)=\int_{u_s}^\infty D\,dv .
\]

The remainder $T$ is exponentially small. The function $g(s)=(2s)^{-1/2}$ is convex with $g'(s)=-(2s)^{-3/2}$, and $D(v)=g(v-1)-g(v-1+e^{-v})$. A convex function lies above its tangent, so $D(v)\le e^{-v}/[2(v-1)]^{3/2}$. Replacing the denominator by its smallest value in the range of integration gives
\begin{equation}
0<T(u_s)\le\frac{e^{-u_s}}{[2(u_s-1)]^{3/2}} .
\label{tail}
\end{equation}

Equation \eqref{split} may be used at the edge only if $u(W)\le1$. This holds for every $u_s>1$: the depth at which $u=1$ is $\sqrt{2(u_s-1)}-I+T$, and $T<I$, so this depth is smaller than $\sqrt{2u_s}$. Setting $\xi=\sqrt{2u_s}$ in \eqref{split} gives
\begin{equation}
C\big(u(W)\big)=\delta,\qquad
\delta=\sqrt{2u_s}-\sqrt{2(u_s-1)}-T
=\frac{2}{\sqrt{2u_s}+\sqrt{2(u_s-1)}}-T .
\label{edge}
\end{equation}
Hence $\delta\to0$ as $u_s\to\infty$.

The function $C$ has exactly one zero in $(0,1)$. Its derivative $-1/F$ is negative and $C(1)=-I<0$. As $u\to0$ it tends to $+\infty$, because $e^{-v}\le1-v+v^2/2$ for $v\ge0$ gives $F(v)\le v$, so that $\int_u^1dv/F\ge\ln(1/u)$. Call the zero $u_*$. Since $C$ is continuous and strictly decreasing, so is its inverse, and $\delta\to0$ implies
\begin{equation}
\lim_{u_s\to\infty}u(W)=u_*,\qquad \int_{u_*}^1\frac{dv}{F(v)}=I .
\label{constant}
\end{equation}
No material parameter is left in this equation.

To evaluate $I$, put $v=1+t^2/2$. Then $dv=t\,dt$, $\sqrt{2(v-1)}=t$ and $F^2=t^2+2e^{-1-t^2/2}$, which removes the singularity:
\[
I=\int_0^\infty\left[1-\frac{t}{\sqrt{t^2+2e^{-1-t^2/2}}}\right]dt=0.578304 .
\]
Numerical solution of \eqref{constant} then gives
\begin{equation}
u_*=0.599435,\qquad \psi(W)\to0.5994\,\frac{kT}{q}.
\label{value}
\end{equation}
At 300 K, where $kT/q=25.852$ mV, the limit is 15.50 mV. It is proportional to temperature: 12.91 mV at 250 K and 20.66 mV at 400 K.

The electron density at the edge tends to $e^{-u_*}N=0.549N$, so 45\% of the donor charge is uncompensated there. The field tends to $F_*\,kT/(qL)$ with
\[
F_*=F(u_*)=\sqrt{2(0.59944-1+0.54912)}=0.5451 .
\]
Unlike the limiting bending, this field depends on doping, as $1/L\propto\sqrt N$.

The size of $u_*$ can be understood from the profile closer to the metal. Where $u\gg1$, the first integral gives $\xi\simeq\sqrt{2(u_s-1)}-\sqrt{2(u-1)}$, that is,
\[
u\simeq p(\xi)=1+\tfrac12(\xi_1-\xi)^2,\qquad \xi_1=\sqrt{2(u_s-1)} .
\]
The vertex of this parabola lies at height 1, not 0. The exact profile obeys $(u-p)''=-e^{-u}<0$. For large $u_s$, $u-p$ starts near the metal with negligible value and slope, so it becomes negative on the way inward. The bending at the vertex is therefore below $kT$, and the calculation puts it at $0.60\,kT$.

\subsection*{(c) The approach to the limit}

Let $U(\delta)$ be the inverse of $C$, so that $u(W)=U(\delta)$ and $U(0)=u_*$. Since $C'=-1/F$, we have $dU/d\delta=-F(U)$. Differentiating once more,
\[
\frac{d^2U}{d\delta^2}=-F'(U)\frac{dU}{d\delta}=F'(U)F(U)=1-e^{-U},
\]
where the last step is half the derivative of $F^2=2(U-1+e^{-U})$. Taylor's theorem gives
\[
u(W)=u_*-F_*\delta+\tfrac12(1-e^{-u_*})\delta^2+O(\delta^3).
\]
From \eqref{edge}, with $T$ exponentially small,
\[
\delta=\sqrt{2u_s}\left[1-\sqrt{1-\frac1{u_s}}\right]-T
=\sqrt{2u_s}\left[\frac1{2u_s}+O(u_s^{-2})\right]
=\frac1{\sqrt{2u_s}}+O(u_s^{-3/2}),
\]
so $\delta^2=1/(2u_s)+O(u_s^{-2})$ and
\begin{equation}
u(W)=u_*-\frac{F_*}{\sqrt{2u_s}}+\frac{1-e^{-u_*}}{4u_s}+O(u_s^{-3/2}).
\label{approach}
\end{equation}
The approach is slow. Exact quadrature gives $u(W)=0.4856$, $0.5409$, $0.5696$ and $0.5844$ at $u_s=10$, 40, 160 and 640. Formula \eqref{approach} without its remainder gives $0.4888$, $0.5413$, $0.5697$ and $0.5844$. A remainder of order $u_s^{-3/2}$ should shrink eightfold when $u_s$ is quadrupled. Between $u_s=40$ and 160 it shrinks by a factor of 7.75, consistent with higher-order terms that are still visible.

At $W_1$ the algebraic terms disappear. Setting $\xi=\sqrt{2(u_s-1)}$ in \eqref{split} gives $C(u_1)=-T$ for $u_1=u(W_1)$; again $T<I$ ensures $u_1<1$. Because $C(u_*)=0$ and $F$ increases with $u$,
\[
T=C(u_*)-C(u_1)=\int_{u_*}^{u_1}\frac{dv}{F(v)}\ge\frac{u_1-u_*}{F(u_1)} .
\]
With \eqref{tail},
\begin{equation}
0<u(W_1)-u_*\le F(u_1)\,\frac{e^{-u_s}}{[2(u_s-1)]^{3/2}} .
\label{bound}
\end{equation}
At $u_s=4$ the excess is $4.8\times10^{-4}$, below the bound of $6.8\times10^{-4}$. At $u_s=8$ it is $2.9\times10^{-6}$, below $3.5\times10^{-6}$.

The edge $W_1$ is also the width that a small-signal capacitance measures in this model. By Gauss's law the charge per area is $Q=\varepsilon F(u_s)kT/(qL)$. Differentiating with respect to $\psi_s=kTu_s/q$ gives the capacitance per area
\[
\frac{dQ}{d\psi_s}=\frac{\varepsilon}{L}\,\frac{dF}{du_s}=\frac{\varepsilon}{L}\,\frac{1-e^{-u_s}}{F(u_s)}\simeq\frac{\varepsilon}{W_1},
\]
with exponentially small relative error at large $u_s$.

For small bending there is no such constant. When $u_s\ll1$, equation \eqref{poisson} is linear, $u=u_se^{-\xi}$, and $u(W)=u_se^{-\sqrt{2u_s}}\simeq u_s$. The nominal edge then lies much less than $L$ from the metal and marks no boundary.

\subsection*{(d) Tantalum on silicon}

The choice of metal enters through the barrier $\Phi_B\approx0.6$ eV. Silicon is described by a relative permittivity of 11.7 and a conduction-band density of states $N_c\approx3\times10^{19}\ \mathrm{cm^{-3}}$. These are assumed inputs, close to the values for silicon. The digits quoted below serve to compare cases within the model; they are not the accuracy of a prediction for a real contact. In the bulk the conduction-band edge lies $kT\ln(N_c/N)$ above the electron quasi-Fermi level, and a reverse bias $V_R$ lowers that level by $qV_R$ relative to the metal. Hence
\begin{equation}
u_s=\frac{\Phi_B+qV_R}{kT}-\ln\frac{N_c}{N}.
\label{us}
\end{equation}
For $N=10^{16}\ \mathrm{cm^{-3}}$ and $V_R=0$, $u_s=600/25.852-\ln3000=23.21-8.01=15.20$. With $L=40.88$ nm the nominal width is $W=40.88\sqrt{30.40}=225.4$ nm. Formula \eqref{approach} gives
\[
u(W)\approx0.5994-\frac{0.5451}{5.514}+\frac{0.4509}{60.8}=0.508,
\]
against the exact 0.5063, which corresponds to $0.5063\times25.852=13.09$ mV. The exact values for all six cases are:

\begin{center}
\begin{tabular}{cccccc}
$N$ (cm$^{-3}$) & $V_R$ (V) & $u_s$ & $W$ (nm) & $u(W)$ & $\psi(W)$ (mV)\\
$10^{15}$ & 0 & 12.90 & 656.7 & 0.4987 & 12.89\\
$10^{15}$ & 5 & 206.31 & 2626.2 & 0.5731 & 14.82\\
$10^{16}$ & 0 & 15.20 & 225.4 & 0.5063 & 13.09\\
$10^{16}$ & 5 & 208.61 & 835.1 & 0.5733 & 14.82\\
$10^{17}$ & 0 & 17.51 & 76.5 & 0.5123 & 13.25\\
$10^{17}$ & 5 & 210.91 & 265.5 & 0.5734 & 14.82
\end{tabular}
\end{center}

A separate finite-difference solution of the second-order equation \eqref{poisson}, in dimensional form, agrees with these six quadrature values to within $2\times10^{-11}\,kT$.

At fixed barrier and zero bias, a hundredfold change of doping alters the width by a factor of 8.6 but the edge bending by only 0.35 mV (from unrounded values). This residual dependence comes from the logarithm in \eqref{us}. At 5 V the three bendings agree to 0.01 mV, yet they remain about 0.7 mV, or 4\%, below the limit of 15.50 mV, because the leading correction falls only as $u_s^{-1/2}$.

\subsection*{(e) Limits of validity and neglected effects}

\paragraph{Inversion.} The limit $u_s\to\infty$ cannot be taken with holes in equilibrium with the bulk. Let the bulk hole density be $rN$. Neutrality makes the bulk electron density $(1+r)N$, and the charge divided by $qN$ becomes $1+re^u-(1+r)e^{-u}$. Integrating from 0 to $u$ replaces $\tfrac12F^2$ by
\[
u+r(e^u-1)-(1+r)(1-e^{-u}).
\]
The field now grows as $e^{u/2}$, so $\int dv/F$ converges at its upper end. The depth at which any given $u>0$ is reached stays finite while $W$ grows, and therefore $u(W)\to0$ instead of $u_*$. For silicon with $N=10^{16}\ \mathrm{cm^{-3}}$, an assumed gap of 1.12 eV and a valence-band density of states of roughly $2\times10^{19}\ \mathrm{cm^{-3}}$, holes reduce $u(W)$ at $u_s=35$ from 0.54 to 0.39. This bending puts the Fermi level only 8 meV above the valence-band edge at the surface, so the holes there are nearly degenerate; Fermi--Dirac statistics for them change the value by less than 0.001. The contact in (d) is far from this regime: holes at the surface in equilibrium with the metal amount to at most $3.7\times10^{-5}N$. At 5 V the bulk and the metal are not in mutual equilibrium, and the large $u_s$ does not imply inversion.

\paragraph{Electron statistics and donor ionization.} Fermi--Dirac statistics shift $u_*$ by $4.4\times10^{-4}$ at $10^{17}\ \mathrm{cm^{-3}}$, and by proportionately less at lower doping. With a single donor level 45 meV deep and of degeneracy 2, the shift from incomplete ionization is $4.8\times10^{-4}$ at $10^{17}$ but only $5\times10^{-6}$ at $10^{16}\ \mathrm{cm^{-3}}$. This steep fall has a simple cause. If $b$ is the bulk ratio of neutral to ionized donors, the charge divided by $qN$ is
\[
\frac1{1+be^{-u}}-\frac{e^{-u}}{1+b}
=1-be^{-u}-e^{-u}+be^{-u}+O(b^2)=1-e^{-u}+O(b^2).
\]
The first-order change cancels, and $b$ is nearly proportional to $N$ when it is small. Because the shift grows as $b^2$, it is sensitive to the level scheme: counting the valley-orbit states about 12 to 13 meV above the donor ground state in silicon raises the effective degeneracy to about 8 and the shifts to about $6\times10^{-3}$ and $9\times10^{-5}$. At dopings comparable with $N_c$ the Fermi--Dirac correction is no longer small, and the limiting bending then depends on doping. The picture of isolated donor levels fails earlier: in silicon they merge into a band at several $10^{18}\ \mathrm{cm^{-3}}$.

\paragraph{The real contact.} The assumption that a real contact breaks most strongly, among those sized here, is the continuous donor charge. A volume $L^3$ holds 2.2, 0.68 and 0.22 donors on average at the three dopings. Suppose that donors are placed at random and that each has a linearly screened potential energy $kT\,(\ell/r)e^{-r/L}$, with $\ell=q^2/(4\pi\varepsilon kT)=4.76$ nm. The variance of $u$ is then
\[
N\int_0^\infty\frac{\ell^2}{r^2}e^{-2r/L}\,4\pi r^2dr=2\pi NL\ell^2 ,
\]
which gives rms scatters of 0.14, 0.24 and 0.43 in $u$. These are estimates with bulk screening; at the edge fewer electrons screen, and linear screening by the actual electron profile raises the values by about 20\%. At $10^{17}\ \mathrm{cm^{-3}}$ about half of the variance comes from points within $\ell$ of a donor, where linear screening is no longer valid, so the rms there is only a rough guide and exceeds the typical scatter in this estimate. The value $0.6\,kT/q$ therefore describes a laterally smoothed potential, and the bending at one point of the edge plane can differ from it by a comparable amount. The shift of the lateral mean caused by this disorder is not computed here. The barrier itself varies with surface preparation, but this matters less: raising it by 0.1 eV at $10^{16}\ \mathrm{cm^{-3}}$ and zero bias adds 3.9 to $u_s$ and, by \eqref{approach}, about 0.01 to $u(W)$.

\paragraph{Image force, current and breakdown.} The image potential at $W$ is at most $0.016\,kT/q$ in the zero-bias cases. At 5 V the image force lowers the barrier top by 22 to 71 mV. This raises the current but does not change the electrostatic bending $u_s$. For thermionic emission over the lowered barrier, with a Richardson constant of about $110\ \mathrm{A\,cm^{-2}K^{-2}}$ and a mobility of about $1000\ \mathrm{cm^2/(V\,s)}$, the quasi-Fermi level drops by at most about $10^{-5}\,kT$ over one Debye length at the edge, so treating it as flat there is justified. Close to the metal the level is not flat at 5 V, but for this current the electrons there remain far fewer than the donors, so the space charge is practically unchanged. The tunnelling energy $E_{00}=(q\hbar/2)\sqrt{N/(m\varepsilon)}$, with the light silicon mass $m=0.19\,m_e$, reaches $0.15\,kT$ at $10^{17}\ \mathrm{cm^{-3}}$. A WKB estimate for a triangular barrier puts the current at 5 V and this doping at a few tens of times the thermionic current over the unlowered barrier. What limits the tolerable current $J$ is the density $J/(qv_{\rm sat})$ of electrons crossing the depleted layer, which offsets donor charge and widens the layer. With a saturation velocity of $10^7$ cm/s, a current $10^4$ times the thermionic one over the lowered barrier raises $u(W)$ by only 0.004, but one $10^6$ times larger would put $0.08N$ electrons in the layer and raise $u(W)$ from 0.57 to about 1.2. The peak field there is 0.41 MV/cm, about 0.7 of a rough breakdown field of 0.6 MV/cm. The planar model leaves out the field crowding at the rim of a contact, which reduces this margin. The remaining printed values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
T = 300 K, kT/q = 25.852 mV, eps_r = 11.7
rough barrier 0.60 eV, gap 1.12 eV, donor depth 45 meV
rough Nc = 3.0e+19, Nv = 2.0e+19 cm^-3
rough light mass 0.19 m_e, mobility 1000 cm2/Vs
rough Richardson constant 110 A/(cm2 K2)
regular integral above u=1: 0.578304 (dimensionless)
u_star = 0.599435 (dimensionless)
F_star = 0.545081 (field in kT/(qL))
electron density at edge / N = 0.54912
limiting bending at 250 K = 12.914 mV
limiting bending at 300 K = 15.497 mV
limiting bending at 400 K = 20.662 mV
Approach at W (u in kT): u_s, exact, two-correction formula
  10  0.485623  0.488823
  40  0.540891  0.541311
  160  0.569614  0.569668
  640  0.584369  0.584376
remainder ratio, u_s 40 to 160: 7.746
At W1 (in kT): u_s, excess over u_star, bound
  4  4.794e-04  6.798e-04
  6  3.384e-05  4.273e-05
  8  2.926e-06  3.491e-06
Contact: N cm^-3, bias V, u_s, W nm, u(W), bending mV, peak MV/cm, peak/breakdown
  1e+15 0 12.90 656.7 0.4987 12.89 0.0098 0.03
  1e+15 5 206.31 2626.2 0.5731 14.82 0.0405 0.14
  1e+16 0 15.20 225.4 0.5063 13.09 0.0337 0.08
  1e+16 5 208.61 835.1 0.5733 14.82 0.1288 0.32
  1e+17 0 17.51 76.5 0.5123 13.25 0.1149 0.19
  1e+17 5 210.91 265.5 0.5734 14.82 0.4097 0.68
largest quadrature-Poisson difference 1.6e-11 kT
Coulomb length (energy = kT) 4.76 nm
Neglected at N = 1e+15 cm^-3, L = 129.29 nm, N L^3 = 2.16:
  u_star shift: Fermi +4.4e-06, ionization +5.4e-08 kT
  donor scatter rms 0.136 kT, image at W (0 V) 1.8e-03 kT
  surface holes/N 3.7e-05, quasi-Fermi drop over L (5 V) 1.1e-05 kT
  tunnelling energy E00/kT 0.015, barrier lowering (5 V) 22.3 mV
Neglected at N = 1e+16 cm^-3, L = 40.88 nm, N L^3 = 0.68:
  u_star shift: Fermi +4.4e-05, ionization +5.3e-06 kT
  donor scatter rms 0.241 kT, image at W (0 V) 5.3e-03 kT
  surface holes/N 3.7e-06, quasi-Fermi drop over L (5 V) 6.7e-07 kT
  tunnelling energy E00/kT 0.048, barrier lowering (5 V) 39.8 mV
Neglected at N = 1e+17 cm^-3, L = 12.93 nm, N L^3 = 0.22:
  u_star shift: Fermi +4.4e-04, ionization +4.8e-04 kT
  donor scatter rms 0.429 kT, image at W (0 V) 1.6e-02 kT
  surface holes/N 3.7e-07, quasi-Fermi drop over L (5 V) 7.1e-08 kT
  tunnelling energy E00/kT 0.152, barrier lowering (5 V) 71.0 mV
Inversion case, N = 1e+16 cm^-3, u_s = 35:
  u(W) without holes 0.5370, with equilibrium holes 0.3893 kT
\end{verbatim}
